# Demarcation energy and trap distribution from charge-trap retention

A storage layer holds electrons in traps at depth $E>0$ below its conduction-band edge. The traps have areal density $g(E)$ per unit energy, and all are filled at $t=0$. The temperature $T$ is constant during a decay. An emitted electron leaves the layer and is not retrapped. Tunnelling and lowering of the barrier by the field are neglected. $Q(t)$ is the magnitude of the trapped charge per area, $q$ the elementary charge and $k$ Boltzmann's constant. Energies are in eV, times in s and densities per cm², since atomic units are unnatural here.

## (a) The emission rate

**An empty trap captures electrons at the rate $\sigma_c v n$, with $\sigma_c$ the capture cross-section, $v$ the mean thermal speed and $n$ the band electron density. Find the rate $r(E)$ at which a filled trap emits.**

In equilibrium, emission and capture balance for each kind of trap. If $f$ is the filled fraction,

$$ f\,r=(1-f)\,\sigma_c v n . $$

Measure energies from the band edge, so that the trap level is at $-E$ and the chemical potential is $\mu$. Fermi occupation gives

$$ f=\frac{1}{1+e^{(-E-\mu)/kT}},\qquad \frac{1-f}{f}=e^{-(E+\mu)/kT}. $$

For a nondegenerate parabolic band of mass $m$, with density of states $\sqrt2\,m^{3/2}\sqrt{\varepsilon}/(\pi^2\hbar^3)$, the integral $\int_0^\infty\!\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$ gives

$$ n=N_c\,e^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}. $$

In the product the chemical potential cancels:

$$ r(E)=\sigma_c vN_c\,e^{-(E+\mu)/kT}e^{\mu/kT}=\nu\,e^{-E/kT},\qquad \nu=\sigma_c vN_c . $$

The rate therefore belongs to the trap and the temperature, and it is used below for a layer out of equilibrium. If the filled and empty trap have statistical weights in the ratio $w$, then $f/(1-f)$ gains a factor $w$ and $\nu$ is divided by $w$.

Since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, a constant $\sigma_c$ gives $\nu\propto T^2$. With the free-electron mass, $\sigma_c=10^{-15}$ cm² and 425 K, $\nu=5.4\times10^{11}$ s⁻¹. Below, $\nu$ is a constant common to all depths, except where its temperature dependence is examined.

## (b) The demarcation energy

**Which depth has a mean lifetime equal to the elapsed time $t$? How sharply does it separate empty from filled traps?**

The filled probability $F$ obeys $dF/dt=-rF$ with $F(0)=1$, so

$$ F=e^{-x},\qquad x=\nu t\,e^{-E/kT}. $$

The mean lifetime is $1/r=\nu^{-1}e^{E/kT}$. Setting it equal to $t$ and taking the logarithm gives

$$ E_d(t)=kT\ln(\nu t). $$

At this depth $x=1$ and $F=1/e$. In terms of $E_d$, $x=e^{(E_d-E)/kT}$. Solving $F=e^{-x}$ for the depth that has a given $F$,

$$ E=E_d-kT\ln\!\big[\ln(1/F)\big]. $$

Half filling thus lies at $E_d-kT\ln(\ln2)=E_d+0.37\,kT$. The rise from $F=0.1$ to $F=0.9$ takes

$$ kT\ln\frac{\ln 10}{\ln(10/9)}=3.08\,kT , $$

which is 0.113 eV at 425 K. In one decade of time the step moves by $kT\ln10=0.084$ eV, less than its own width. If $g$ varies little over a few $kT$, a sharp boundary still gives nearly the right charge, provided it is placed at $E_d+0.58\,kT$, as (e) shows.

## (c) The logarithmic slope

**Express $S\equiv-dQ/d\ln t$ as an average of $g$ over depth.**

The remaining charge is $Q=q\int_0^\infty g(E)\,e^{-x}dE$. At fixed $E$, $x$ is proportional to $t$, so $dx/d\ln t=x$ and

$$ S=q\int_0^\infty g(E)\,x\,e^{-x}\,dE . $$

Put $E=E_d+kT\,u$. Then $x=e^{-u}$ and $dE=kT\,du$, so

$$ S=q\,kT\int_{-\infty}^{\infty}g(E_d+kTu)\,K(u)\,du,\qquad K(u)=e^{-u-e^{-u}} . $$

The lower limit is really $u=-\ln(\nu t)$. There $e^{-u}=\nu t$, so $K$ is negligible when $\nu t\gg1$, and the limit may be moved to $-\infty$.

The logarithmic derivative is the useful one because $K$ keeps its shape as time passes and moves along the energy axis at $kT$ per unit of $\ln t$. From $K'=K(e^{-u}-1)$ its peak is at $u=0$, the demarcation energy. It is not symmetric: it falls as $e^{-u}$ on the deep side and much faster on the shallow side.

## (d) The trap distribution

**For $g$ smooth on the scale $kT$, obtain $g$ from $S$. State the energy to which the reading belongs and the leading error.**

The moments of $K$ follow from its generating function. With $x=e^{-u}$, $du=-dx/x$,

$$ \int_{-\infty}^{\infty}e^{su}K\,du=\int_0^\infty x^{-s}e^{-x}dx=\Gamma(1-s),\qquad s<1 . $$

The product form $1/\Gamma(1-s)=e^{-\gamma s}\prod_{n\ge1}(1-s/n)e^{s/n}$, with $\gamma=0.5772$ Euler's constant, gives for $|s|<1$

$$ \ln\Gamma(1-s)=\gamma s-\sum_{n\ge1}\Big[\ln\Big(1-\frac sn\Big)+\frac sn\Big]=\gamma s+\sum_{m\ge2}\frac{\zeta(m)}{m}s^m . $$

The $m$-th cumulant is $m!$ times the coefficient of $s^m$. So $K$ has unit area, mean $\gamma$, variance $\pi^2/6$ and third cumulant $2\zeta(3)$.

Expand $g$ about the mean energy of the kernel, $E_m=E_d+\gamma kT$. The linear term then averages to zero:

$$ \frac{S}{q\,kT}=g(E_m)+\frac{\pi^2}{12}(kT)^2g''(E_m)+\frac{\zeta(3)}{3}(kT)^3g'''(E_m)+\dots $$

To leading order, therefore,

$$ g(E_d+\gamma kT)\simeq-\frac{1}{q\,kT}\frac{dQ}{d\ln t}, $$

with an error of order $(kT)^2g''$. If the same slope is assigned to $E_d$ itself, the expansion starts as $g(E_d)+\gamma kT\,g'(E_d)$, and the error is of first order.

The second-order term can be removed with the data themselves, if they are precise enough to give a third derivative of $Q$. Because $dE_m/d\ln t=kT$, two derivatives of $S$ give $S''=q\,kT\,(kT)^2g''$ to leading order, where primes on $S$ mean $d/d\ln t$. Hence

$$ q\,kT\,g(E_m)\simeq S-\frac{\pi^2}{12}\,S'' , $$

with an error of third order.

These orders were tested on a Gaussian $g$ at a fixed depth. For a standard deviation of 0.10 eV, halving $T$ from 100 K to 50 K reduced the three errors (at $E_d$, shifted, corrected) by factors 2.15, 3.82 and 7.83, near the limiting values 2, 4 and 8. Halving from 425 K, where $kT$ is over a third of the width, gives only about 2.1, 3.3 and 6.1.

## (e) Two limiting distributions

**What does $Q(t)$ look like for a flat $g$? What does the method return when $g$ is much narrower than $kT$?**

Let $G(E)=\int_E^\infty g\,dE'$, so $g=-G'$. Integrate $Q=-q\int G'F\,dE$ by parts. The boundary terms vanish, since $G\to0$ at large $E$ and $F\simeq0$ at $E=0$. With $F=\exp(-e^{-u})$ one has $dF/du=K$, so

$$ Q=q\int G(E_d+kTu)\,K(u)\,du\simeq q\Big[G(E_m)-\frac{\pi^2}{12}(kT)^2g'(E_m)\Big], $$

where $G''=-g'$ was used. For constant $g=g_0$ up to a depth $E_{\max}$,

$$ Q=q\,g_0\,(E_{\max}-kT\ln\nu t-\gamma kT), $$

a straight line in $\ln t$ with slope $-q\,g_0kT$. It holds while $E_m$ is at least several $kT$ below $E_{\max}$.

In the opposite limit, $g=N_0\,\delta(E-E_0)$, the average in (c) gives

$$ \frac{S}{q\,kT}=\frac{N_0}{kT}\,K\!\left(\frac{E_0-E_d}{kT}\right). $$

The reading is now the mirrored kernel, with standard deviation $\pi kT/\sqrt6=1.28\,kT$, or 0.047 eV at 425 K. This width is thermal. Since (c) is a convolution, the variance of the reading is that of $g$ plus $\pi^2(kT)^2/6$. A narrow spread can be found by subtraction only if the width is measured precisely: a spread of 0.02 eV widens the peak from 0.047 to 0.051 eV. Otherwise a peak of about the thermal width gives only an upper limit on the spread.

## (f) Reading a decay

**A model layer has $N_0=10^{13}$ cm⁻² traps, Gaussian in depth with centre $E_0=1.40$ eV and standard deviation $\sigma=0.10$ eV, and $\nu=10^{13}$ s⁻¹. At 425 K and $t=10^3$ s the slope is $S=0.2036$ µC/cm². Find $g$ and judge the result.**

Here $kT=0.03662$ eV and $\ln(\nu t)=16\ln10=36.84$, so

$$ E_d=0.03662\times36.84=1.349\ \text{eV},\qquad E_m=1.349+0.021=1.370\ \text{eV}. $$

The initial charge $qN_0=1.6022$ µC/cm² corresponds to $10^{13}$ electrons per cm², and therefore

$$ g\simeq\frac{0.2036}{1.6022}\times\frac{10^{13}}{0.03662}=3.47\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}. $$

The input value at $E_m$ is 3.82 in the same units, so the reading is 9% low. Near a maximum $g''<0$, and the thermal average flattens the peak. The second-derivative correction raises the reading to 3.76, which is 2% low.

Over the eight decade points from 1 s to $10^7$ s, the largest error relative to the peak of $g$ is 8.7% without the correction and 1.8% with it.

Relative to the local value the tails are much worse. At $10^7$ s, where $E_m=1.708$ eV, the raw reading is 0.064, the corrected one 0.019 and the input 0.035. The expansion parameter explains this. For a Gaussian,

$$ \frac{kT|g'|}{g}=\frac{kT\,|E_m-E_0|}{\sigma^2}=\frac{0.0366\times0.308}{0.0100}=1.1 , $$

so $g$ is not smooth on the scale $kT$ there. The method resolves the body of this distribution, not its far tails.

## (g) Finding the attempt frequency

**Can one decay at a single temperature determine $\nu$? If not, how do two temperatures help?**

Replace $\nu$ by $a\nu$ and $g(E)$ by $g(E-kT\ln a)$. Since

$$ a\nu t\,e^{-E/kT}=\nu t\,e^{-(E-kT\ln a)/kT}, $$

the change of variable $E\to E+kT\ln a$ restores the original integral, provided no traps lie near $E=0$. $Q(t)$ is unchanged, so one temperature cannot fix the position of $g$ on the energy axis. Its shape still follows from (d) where $g$ is smooth on the scale $kT$. A tenfold error in $\nu$ moves the energy scale by 0.084 eV at 425 K.

The shift depends on $T$, and this removes the ambiguity. Let $S$ peak at time $t_1$ for $T_1$ and $t_2$ for $T_2$. For a single level, (e) puts both peaks at $E_d=E_0$, and the terms in $\gamma$ below are then absent. For a distribution symmetric about $E_0$ with $\sigma$ well above $kT$, both peaks mark nearly the same depth $E_m\simeq E_0$, so

$$ T_1(\ln\nu+\ln t_1+\gamma)\simeq T_2(\ln\nu+\ln t_2+\gamma), $$

$$ \ln\nu\simeq\frac{T_2\ln t_2-T_1\ln t_1}{T_1-T_2}-\gamma . $$

For the model, $t_1=2504$ s at 425 K and $t_2=4.02\times10^5$ s at 375 K:

$$ \ln\nu\simeq\frac{375\times12.904-425\times7.826}{50}-0.577=29.68 , $$

or $\nu\simeq7.8\times10^{12}$ s⁻¹, which is 22% below the input.

The skewness of $K$ produces this bias. At the peak of $S$, the derivative of the expansion in (d) vanishes. Near the centre $g'\simeq-(E_m-E_0)\,g(E_0)/\sigma^2$ and $g''''\simeq3g(E_0)/\sigma^4$, while the $g'''$ term, of relative size $(\pi^2/4)(kT/\sigma)^2$ to the first, is dropped together with the other terms of higher order in $kT/\sigma$. It is a third of the first term for the model, so the estimate is rough there. Balancing the two gives

$$ E_m-E_0\simeq\zeta(3)\frac{(kT)^3}{\sigma^2}. $$

This offset grows with $T$, so the two peaks do not mark quite the same depth. Inserting it shifts $\ln\nu$ by $-\zeta(3)k^2(T_1^2+T_1T_2+T_2^2)/\sigma^2=-0.43$. The computed shift is $-0.25$; at $kT/\sigma=0.37$ the leading term gives the sign and rough size. For $\sigma=0.20$ eV it gives $-0.11$, and the computed result, $9.1\times10^{12}$ s⁻¹, corresponds to $-0.09$. If $g$ itself is skewed, $g'''\neq0$ at its maximum and the peak moves already at second order, by $-(\pi^2/12)(kT)^2g'''/g''$. This shifts $\ln\nu$ by $(\pi^2/12)\,k(T_1+T_2)\,g'''/g''$, which has either sign and can exceed the bias found here.

A larger error arises if $\nu\propto T^2$ but is treated as constant. Apart from the skewness bias, the formula then returns $(T_1\ln\nu_1-T_2\ln\nu_2)/(T_1-T_2)$, which exceeds $\ln\nu_1$ by

$$ \frac{T_2}{T_1-T_2}\,2\ln\frac{T_1}{T_2}=\frac{375}{50}\times2\ln\frac{425}{375}=1.88 . $$

This raises the inferred frequency by a factor 6.5 over the constant-$\nu$ estimate. Since the skewness bias acts the other way, the net result for the model is about 5.1 times the true $\nu_1$. If the $T^2$ law is known to hold, it should be put into the equality before solving.

## (h) Ten years of storage

**What fraction of the charge remains after ten years at 300 K? How long a bake at 425 K probes the same depth?**

With $t=3.156\times10^8$ s, $\ln(\nu t)=29.93+19.57=49.50$ and $kT=0.02585$ eV, so $E_d=1.280$ eV and $E_m=1.295$ eV. The cut lies 1.05 standard deviations below the centre. For the Gaussian,

$$ \frac{Q}{qN_0}\simeq\frac12\,\mathrm{erfc}\!\left(\frac{E_m-E_0}{\sqrt2\,\sigma}\right)=0.854 . $$

The $g'$ term from (e) lowers this to 0.841, and the full integral gives 0.842.

Equal $E_m$ for storage (s) and bake (b) requires

$$ \ln t_b=\frac{T_s}{T_b}\,(\ln\nu t_s+\gamma)-\ln\nu-\gamma=\frac{300}{425}\times50.08-30.51=4.84 , $$

so $t_b\simeq127$ s. The fraction left after this bake is 0.832, against 0.842 after storage. The depths $E_m$ agree, but the step is wider at 425 K. The $g'$ term scales as $T^2$ and so doubles from $-0.013$ to $-0.027$, which accounts for the sign and approximate size of the difference.

The conversion depends on $\nu$. If $\nu$ is taken ten times lower, $\ln t_b$ rises by $(1-T_s/T_b)\ln10=0.68$ and the bake becomes 249 s. If instead $\nu\propto T^2$ as in (a), with $10^{13}$ s⁻¹ at 425 K, $\ln t_b$ falls by $(T_s/T_b)\,2\ln(T_b/T_s)=0.49$ and the bake becomes 77 s. It also assumes that thermal emission dominates at both temperatures. A tunnelling rate $r_t$ would add to $r(E)$, and where $r_t$ is comparable with $\nu e^{-E/kT}$ the filled probability is no longer a function of $E_d-E$ alone. A short hot bake could then miss a loss that governs ten years at 300 K. The neglect of the field and of retrapping is also a real limit at the model's density. A sheet of $10^{13}$ cm⁻² makes a field $\mathcal E=qN_0/2\varepsilon\approx1.3$ MV/cm for $\varepsilon_r=7$. For a Coulombic trap this lowers the barrier by $\sqrt{q\mathcal E/\pi\varepsilon}\approx0.33$ eV, about $9kT$ at 425 K, and the lowering shrinks as the charge decays. By (a), $\nu=10^{13}$ s⁻¹ needs $\sigma_c\approx2\times10^{-14}$ cm², so $\sigma_cN_0\approx0.2$ and recapture by emptied traps is not negligible. The numbers above illustrate the method and are not a retention forecast for a real layer at this density. The numerical output lists the decay at eight times and the main values used here.

## Values computed for the example and the checks

```
kT at 425 K: 0.03662 eV; gamma*kT: 0.02114 eV
Trap total 1.0e+13 cm^-2, centre 1.40 eV, sd 0.10 eV
Attempt frequency of the model: 1.0e+13 1/s
Detailed-balance nu, free-electron mass, capture cross-section 1e-15 cm^2, 425 K: 5.42e+11 1/s
Shift of Ed per decade of time: 0.0843 eV
Survival step, 10% to 90%: 3.084 kT = 0.1130 eV
Kernel mean 0.5772, variance 1.6449, third cumulant 2.4041 (units of kT powers)
Error ratio on halving kT (100 K to 50 K): at Ed 2.15, shifted 3.82, corrected 7.83
Initial charge: 1.6022 uC/cm^2
Decay at 425 K; Q and S=-dQ/dln t in uC/cm^2, energies in eV,
g in 1e13 cm^-2 eV^-1: raw S/(q kT), corrected, and input g
 t (s)    Ed     Ed+gam*kT  Q       S       raw    corr   input
 1e0   1.0963  1.1174   1.5912  0.0090  0.153  0.090  0.074
 1e1   1.1806  1.2017   1.5404  0.0417  0.711  0.574  0.559
 1e2   1.2649  1.2861   1.3618  0.1208  2.058  2.026  2.085
 1e3   1.3493  1.3704   0.9789  0.2036  3.470  3.755  3.818
 1e4   1.4336  1.4547   0.5008  0.1914  3.262  3.505  3.434
 1e5   1.5179  1.5391   0.1633  0.0974  1.661  1.572  1.517
 1e6   1.6023  1.6234   0.0315  0.0263  0.449  0.309  0.329
 1e7   1.6866  1.7077   0.0034  0.0037  0.064  0.019  0.035
Largest error in table, % of peak g: raw 8.7, corrected 1.8
Time of steepest decay: 2504 s at 425 K, 4.02e+05 s at 375 K
nu recovered from these: 7.79e+12 1/s; with sd 0.20 eV: 9.14e+12 1/s
Factor on recovered nu if nu varies as T^2: 6.54
Ten years = 3.1558e+08 s; kT at 300 K: 0.02585 eV
Ed after ten years at 300 K: 1.2798 eV; Ed+gamma*kT: 1.2947 eV
Fraction left: full integral 0.8417, sharp cut 0.8539, cut with correction 0.8406
Equivalent time at 425 K: 126.5 s; fraction left there 0.8315
Equivalent time if nu is taken ten times lower: 249.0 s
```
